# Why a conductor repels a permeable plate with 7/8 Casimir strength: verification in Python

```python
"""
Result under test: at zero temperature a perfect conductor and a perfectly
permeable plate at distance d repel with pressure +(7/8) pi^2 hbar c/(240 d^4),
while two perfect conductors attract with -pi^2 hbar c/(240 d^4).

Symbols: r = reflection coefficient of the tangential electric field;
s = product of the two r (+1 like plates, -1 mixed pair); q = wavenumber normal
to the plates; a = cutoff length in exp(-a*omega/c); n = number of round trips.
Positive pressure pushes the plates apart. Tests use hbar = c = 1 and d = 1;
the worked example uses SI units.
"""
import numpy as np
import mpmath as mp
from scipy.constants import hbar, c, pi
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

mp.mp.dps = 40


def tangential_E_reflection(eps, mu, angle):
    """Solve field continuity at a vacuum/medium surface, for TE and TM."""
    k, q = np.sin(angle), np.cos(angle)
    q_medium = np.sqrt(eps * mu - k**2)
    result = []
    for response in (mu, eps):
        # unknowns: reflected and transmitted amplitude of the transverse field
        matrix = np.array([[1.0, -1.0], [q, q_medium / response]])
        result.append(np.linalg.solve(matrix, np.array([-1.0, q]))[0])
    # TM was solved for H; the reflected tangential E has the opposite sign
    return result[0], -result[1]


def cavity_wavenumbers(cells, width, left, right):
    """Eigenvalues of -d2/dz2; wall sign -1: field zero, +1: slope zero."""
    h = width / cells
    diagonal = np.full(cells, 2.0)
    diagonal[0] -= left
    diagonal[-1] -= right
    values = eigh_tridiagonal(diagonal / h**2, np.full(cells - 1, -1 / h**2),
                              eigvals_only=True)
    return np.sqrt(np.maximum(values, 0.0))


def transverse_integral(q, a):
    """Integral d2k/(2 pi)^2 of w exp(-a w), with w = sqrt(k^2 + q^2)."""
    return mp.exp(-a * q) * (q**2 / a + 2 * q / a**2 + 2 / a**3) / (2 * mp.pi)


def mode_sum_energy(d, a, s):
    """Zero-point energy per area from the modes, minus the bulk energy."""
    d, a = mp.mpf(d), mp.mpf(a)
    count = int(80 * d / (a * mp.pi)) + 2   # omitted modes are below exp(-80)
    if s == 1:
        total = transverse_integral(mp.mpf(0), a)
        total += 2 * mp.fsum(transverse_integral(m * mp.pi / d, a)
                             for m in range(1, count))
    else:
        total = 2 * mp.fsum(transverse_integral((m + mp.mpf(1) / 2) * mp.pi / d, a)
                            for m in range(count))
    return total / 2 - 3 * d / (mp.pi**2 * a**4)


def path_kernel(R, a):
    """Integral d3K/(2 pi)^3 of K exp(-a K) exp(i K.R)."""
    return (3 * a**2 - R**2) / (pi**2 * (a**2 + R**2)**3)


# Reflection signs at strongly responding media, oblique incidence
big, angle = 1e8, np.pi / 3
r_cond = tangential_E_reflection(big, 1.0, angle)
r_perm = tangential_E_reflection(1.0, big, angle)
assert np.allclose(r_cond, -1, atol=1e-3)   # finite response: error ~ big**-0.5
assert np.allclose(r_perm, +1, atol=1e-3)

# Cavity modes from diagonalization; the grid error is second order
cells = 400
q_zero_zero = cavity_wavenumbers(cells, 1.0, -1, -1)
q_slope_slope = cavity_wavenumbers(cells, 1.0, +1, +1)
q_mixed = cavity_wavenumbers(cells, 1.0, -1, +1)
assert np.allclose(q_zero_zero[:4] / pi, [1, 2, 3, 4], atol=1e-3)
assert np.allclose(q_slope_slope[:4] / pi, [0, 1, 2, 3], atol=1e-3)
assert np.allclose(q_mixed[:4] / pi, [0.5, 1.5, 2.5, 3.5], atol=1e-3)

# A conductor cavity of double width holds both sets of modes, each once
q_double = cavity_wavenumbers(2 * cells, 2.0, -1, -1)
q_union = np.sort(np.concatenate([q_zero_zero, q_mixed]))
assert np.allclose(q_double, q_union, rtol=1e-6)

# The two integrals against quadrature
q0, a0, R0 = 1.7, 0.6, 2.0
by_quad = quad(lambda k: k * np.hypot(k, q0) * np.exp(-a0 * np.hypot(k, q0))
               / (2 * pi), 0, 80, limit=300)[0]
assert abs(by_quad / float(transverse_integral(q0, a0)) - 1) < 1e-7
by_quad = quad(lambda K: K**2 * np.exp(-a0 * K) * np.sin(K * R0)
               / (2 * pi**2 * R0), 0, 80, limit=500)[0]
assert abs(by_quad / path_kernel(R0, a0) - 1) < 1e-7

# Mode sum equals round-trip sum at finite cutoff, no limit taken
trips = np.arange(1, 3001)
for s in (1, -1):
    for d_test, a_test in ((1.0, 0.3), (1.4, 0.5)):
        signs = np.where(trips % 2 == 0, 1.0, float(s))
        series = 2 * d_test * np.sum(signs * path_kernel(2 * trips * d_test, a_test))
        direct = float(mode_sum_energy(d_test, a_test, s))
        assert abs(direct / series - 1) < 1e-8   # series truncated at 3000 trips

# Energies and pressures from the direct mode sum with a small cutoff length
a_small, step = 0.01, mp.mpf("0.001")
energy_direct, pressure_direct = {}, {}
for s in (1, -1):
    energy_direct[s] = float(mode_sum_energy(1, a_small, s))
    pressure_direct[s] = float(-(mode_sum_energy(1 + step, a_small, s)
                                 - mode_sum_energy(1 - step, a_small, s)) / (2 * step))
ratio_direct = pressure_direct[-1] / pressure_direct[1]
# remaining cutoff error is of order a_small**2 times a few
assert abs(energy_direct[1] / (-pi**2 / 720) - 1) < 1e-3
assert abs(energy_direct[-1] / (7 * pi**2 / 5760) - 1) < 1e-3
assert abs(pressure_direct[1] / (-pi**2 / 240) - 1) < 1e-3
assert abs(pressure_direct[-1] / (7 * pi**2 / 1920) - 1) < 1e-3
assert abs(ratio_direct + 7 / 8) < 1e-3

# Worked example in SI units
d = 100e-9
E_cc = -pi**2 * hbar * c / (720 * d**3)
E_cc_double = -pi**2 * hbar * c / (720 * (2 * d)**3)
E_mix = -7 / 8 * E_cc
P_cc = -pi**2 * hbar * c / (240 * d**4)
P_mix = -7 / 8 * P_cc
unit_trip = 3 * hbar * c / (8 * pi**2 * d**4)
P_trip = -unit_trip * (-1.0)**trips / trips**4.0
odd_part = P_trip[trips % 2 == 1].sum()
even_part = P_trip[trips % 2 == 0].sum()
assert abs((odd_part + even_part) / P_mix - 1) < 1e-9
assert abs(odd_part / abs(P_cc) - 15 / 16) < 1e-9
assert abs(even_part / abs(P_cc) + 1 / 16) < 1e-9
assert abs((E_cc_double - E_cc) / E_mix - 1) < 1e-12

print(f"Incidence angle in reflection test: {np.degrees(angle):.0f} degrees")
print(f"Large relative eps or mu in that test: {big:.0e}")
print(f"r of tangential E, large eps, TE and TM: {r_cond[0]:.4f}, {r_cond[1]:.4f}")
print(f"r of tangential E, large mu, TE and TM: {r_perm[0]:.4f}, {r_perm[1]:.4f}")
print("q d/pi, like plates, field zero at both:", np.round(q_zero_zero[:4] / pi, 3))
print("q d/pi, like plates, slope zero at both:", np.round(q_slope_slope[:4] / pi, 3))
print("q d/pi, mixed pair:", np.round(q_mixed[:4] / pi, 3))
print(f"Cutoff length in direct mode sum: {a_small:.2f} d")
print(f"Direct energy, conductors: {energy_direct[1]:.6f} hbar c/d^3")
print(f"Formula energy, conductors: {-pi**2 / 720:.6f} hbar c/d^3")
print(f"Direct energy, mixed pair: {energy_direct[-1]:.6f} hbar c/d^3")
print(f"Formula energy, mixed pair: {7 * pi**2 / 5760:.6f} hbar c/d^3")
print(f"Direct pressure, conductors: {pressure_direct[1]:.6f} hbar c/d^4")
print(f"Direct pressure, mixed pair: {pressure_direct[-1]:.6f} hbar c/d^4")
print(f"Direct pressure ratio mixed/conductors: {ratio_direct:.5f}")
print(f"Example gap d: {d * 1e9:.0f} nm")
print(f"hbar c: {hbar * c:.5e} J m")
print(f"Energy per area, conductors at d: {E_cc * 1e9:.4f} nJ/m^2")
print(f"Energy per area, conductors at 2d: {E_cc_double * 1e9:.4f} nJ/m^2")
print(f"Energy per area, mixed pair at d: {E_mix * 1e9:.4f} nJ/m^2")
print(f"Pressure, conductors: {P_cc:.3f} Pa")
print(f"Pressure, mixed pair: {P_mix:.3f} Pa")
for n in range(1, 5):
    print(f"Mixed pair, n = {n}: term {P_trip[n - 1]:+.4f} Pa, "
          f"running sum {P_trip[:n].sum():.4f} Pa")
print(f"Mixed pair, all odd n: {odd_part:+.4f} Pa")
print(f"Mixed pair, all even n: {even_part:+.4f} Pa")
print(f"Odd share of conductor magnitude: {odd_part / abs(P_cc):.4f}")
print(f"Even share of conductor magnitude: {even_part / abs(P_cc):.4f}")
print("all assertions hold")
```

Running it gives:

```
Incidence angle in reflection test: 60 degrees
Large relative eps or mu in that test: 1e+08
r of tangential E, large eps, TE and TM: -0.9999, -0.9996
r of tangential E, large mu, TE and TM: 0.9996, 0.9999
q d/pi, like plates, field zero at both: [1. 2. 3. 4.]
q d/pi, like plates, slope zero at both: [0. 1. 2. 3.]
q d/pi, mixed pair: [0.5 1.5 2.5 3.5]
Cutoff length in direct mode sum: 0.01 d
Direct energy, conductors: -0.013706 hbar c/d^3
Formula energy, conductors: -0.013708 hbar c/d^3
Direct energy, mixed pair: 0.011992 hbar c/d^3
Formula energy, mixed pair: 0.011994 hbar c/d^3
Direct pressure, conductors: -0.041114 hbar c/d^4
Direct pressure, mixed pair: 0.035974 hbar c/d^4
Direct pressure ratio mixed/conductors: -0.87498
Example gap d: 100 nm
hbar c: 3.16153e-26 J m
Energy per area, conductors at d: -433.3753 nJ/m^2
Energy per area, conductors at 2d: -54.1719 nJ/m^2
Energy per area, mixed pair at d: 379.2034 nJ/m^2
Pressure, conductors: -13.001 Pa
Pressure, mixed pair: 11.376 Pa
Mixed pair, n = 1: term +12.0124 Pa, running sum 12.0124 Pa
Mixed pair, n = 2: term -0.7508 Pa, running sum 11.2616 Pa
Mixed pair, n = 3: term +0.1483 Pa, running sum 11.4099 Pa
Mixed pair, n = 4: term -0.0469 Pa, running sum 11.3630 Pa
Mixed pair, all odd n: +12.1887 Pa
Mixed pair, all even n: -0.8126 Pa
Odd share of conductor magnitude: 0.9375
Even share of conductor magnitude: -0.0625
all assertions hold
```
